# Comment on inferring a bar's magnetoresistance from the Lorentz force: a program that tests the result

```python
"""
Result under test: one carrier type with constant relaxation time has a
resistivity rho_xx independent of B, while a Corbino disc has
R(B)/R(0) = 1 + (mu B)^2. Finite plates, several carrier groups and an
energy-dependent relaxation time are tested as contrasts.
Symbols: q signed charge, tau relaxation time, m effective mass,
nu = q tau/m signed mobility, mu = |nu|, n density, d film thickness,
sigma0 = n q nu, B magnetic field along +z, L length, W width.
Plate resistances are in units of the zero-field sheet resistance.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import gamma

mu, density, thickness = 0.6, 1e22, 2e-6
field, temperature, current = 2.0, 300.0, 1e-4
width, inner_radius, outer_radius = 1e-4, 1e-4, 5e-4
mass = 0.1 * const.m_e
charge = -const.e
nu = -mu
tau = mu * mass / const.e
sigma0 = density * charge * nu
sheet = 1 / (sigma0 * thickness)
mub = mu * field
corbino_factor = 1 + mub**2


def path_conductivity(b):
    """Conductivity / sigma0 from flights starting with zero mean velocity."""
    columns = []
    for ex, ey in ((1.0, 0.0), (0.0, 1.0)):
        def motion(s, y):
            vx, vy = y[:2]
            weight = np.exp(-s)
            return [nu * (ex + vy * b), nu * (ey - vx * b),
                    weight * vx, weight * vy]
        run = solve_ivp(motion, (0, 40), [0, 0, 0, 0], method="DOP853",
                        rtol=1e-10, atol=1e-12)
        columns.append(run.y[2:, -1] / nu)
    return np.array(columns).T


# Bulk response from trajectories
for b in (0.5, 1.0, 2.0, 5.0):
    tensor = path_conductivity(b)
    predicted = np.array([[1, nu * b], [-nu * b, 1]]) / (1 + (nu * b)**2)
    assert np.allclose(tensor, predicted, atol=1e-7)
    assert abs(np.linalg.inv(tensor)[0, 0] - 1) < 1e-6

sig = path_conductivity(field)
rho = np.linalg.inv(sig) / sigma0
jx = current / (width * thickness)
electric = rho @ np.array([jx, 0.0])
drift = jx / (density * charge)
assert abs(electric[1] - drift * field) < 1e-6 * abs(drift * field)


def solve_sheet(x, y, tensor, periodic=False):
    """Linear finite elements; first and last rows of nodes are contacts."""
    ids = np.arange(x.size).reshape(x.shape)
    cells = np.hstack([ids, ids[:, :1]]) if periodic else ids
    a, b = cells[:-1, :-1].ravel(), cells[1:, :-1].ravel()
    c, e = cells[1:, 1:].ravel(), cells[:-1, 1:].ravel()
    tri = np.vstack([np.column_stack([a, b, c]),
                     np.column_stack([a, c, e])])
    p = np.column_stack([x.ravel(), y.ravel()])[tri]
    edge = p[:, [2, 0, 1]] - p[:, [1, 2, 0]]
    s, t = p[:, 1] - p[:, 0], p[:, 2] - p[:, 0]
    twice = s[:, 0] * t[:, 1] - s[:, 1] * t[:, 0]
    grad = np.stack([-edge[:, :, 1], edge[:, :, 0]], axis=2)
    grad = grad / twice[:, None, None]
    area = abs(twice) / 2
    local = (grad @ tensor) @ grad.transpose(0, 2, 1) * area[:, None, None]
    rows = np.repeat(tri, 3, axis=1).ravel()
    cols = np.tile(tri, (1, 3)).ravel()
    matrix = coo_matrix((local.ravel(), (rows, cols)),
                        shape=(x.size, x.size)).tocsr()
    phi = np.zeros(x.size)
    phi[ids[0]] = 1
    free = ids[1:-1].ravel()
    rhs = -(matrix @ phi)[free]
    phi[free] = spsolve(matrix[free][:, free].tocsc(), rhs)
    total = (matrix @ phi)[ids[0]].sum()
    e_field = -np.einsum("tia,ti->ta", grad, phi[tri])
    j = e_field @ tensor.T
    return phi.reshape(x.shape), total, j, p.mean(axis=1), area


def plate(aspect, tensor):
    nx = int(60 * min(4, max(1, aspect)))
    ny = int(60 * min(4, max(1, 1 / aspect)))
    # Nodes cluster at the corners, where the current density is singular.
    xs = aspect * (1 - np.cos(np.pi * np.linspace(0, 1, nx + 1))) / 2
    ys = (1 - np.cos(np.pi * np.linspace(0, 1, ny + 1))) / 2
    x, y = np.meshgrid(xs, ys, indexing="ij")
    return xs, solve_sheet(x, y, tensor)


# Finite plates; one percent allows for the corner discretization error
aspects = (0.2, 1.0, 5.0, 10.0)
plates = {r: plate(r, sig) for r in aspects}
resistance = {r: 1 / plates[r][1][1] for r in aspects}
assert abs(resistance[1.0] / np.sqrt(corbino_factor) - 1) < 0.01
assert abs(resistance[0.2] * resistance[5.0] / corbino_factor - 1) < 0.01
end_5 = resistance[5.0] - 5
end_10 = resistance[10.0] - 10
assert abs(end_5 - end_10) < 0.02
xs, (phi, total, _, _, _) = plates[5.0]
left, middle, right = [np.argmin(abs(xs - z)) for z in (1.8, 2.5, 3.2)]
probe_ratio = (phi[left, 0] - phi[right, 0]) / (
    total * (xs[right] - xs[left]))
hall_ratio = (phi[middle, -1] - phi[middle, 0]) / total
assert abs(probe_ratio - 1) < 0.005
assert abs(hall_ratio / mub - 1) < 0.005

# Corbino disc solved in Cartesian components
radii = np.geomspace(1, outer_radius / inner_radius, 41)
angles = np.linspace(0, 2 * np.pi, 120, endpoint=False)
ring_x = radii[:, None] * np.cos(angles)
ring_y = radii[:, None] * np.sin(angles)
ring = {}
for b in (0.0, 1.0, 2.0):
    ring[b] = solve_sheet(ring_x, ring_y, path_conductivity(b), True)
    ratio = ring[0.0][1] / ring[b][1]
    assert abs(ratio / (1 + (mu * b)**2) - 1) < 1e-5
_, ring_total, j, center, area = ring[field]
ring_log = np.log(outer_radius / inner_radius) / (2 * np.pi)
assert abs(1 / ring[0.0][1] / ring_log - 1) < 0.005
radius = np.hypot(center[:, 0], center[:, 1])
j_r = (j * center).sum(axis=1) / radius
j_phi = (center[:, 0] * j[:, 1] - center[:, 1] * j[:, 0]) / radius
spiral = (j_phi * area).sum() / (j_r * area).sum()
assert abs(spiral / mub - 1) < 0.005
joule = (area * (j**2).sum(axis=1)).sum() / ring_total**2
assert abs(joule * ring_total - 1) < 1e-5


def group_ratio(weights, mobilities, b):
    """Bar resistivity ratio by adding and inverting conductivity tensors."""
    total_tensor = np.zeros((2, 2))
    for weight, mobility in zip(weights, mobilities):
        single = np.array([[1, -mobility * b], [mobility * b, 1]]) / weight
        total_tensor += np.linalg.inv(single)
    return np.linalg.inv(total_tensor)[0, 0] * sum(weights)


# Several groups of carriers
rng = np.random.default_rng(4)
for _ in range(200):
    weights = rng.uniform(0.1, 2, 4)
    mobilities = rng.uniform(-2, 2, 4)
    assert group_ratio(weights, mobilities, 1.3) > 1
    assert abs(group_ratio(weights, [mobilities[0]] * 4, 1.3) - 1) < 1e-10
hole_mu, hole_density = 0.1, density / 2
s1, s2 = sigma0, hole_density * const.e * hole_mu
two_ratio = group_ratio([s1, s2], [nu, hole_mu], field)
increase = s1 * s2 * (nu - hole_mu)**2 * field**2 / (
    (s1 + s2)**2 + field**2 * (s1 * hole_mu + s2 * nu)**2)
assert abs(two_ratio - 1 - increase) < 1e-10

# Energy-dependent time, scaled so its conductivity average is one
time_scale = gamma(2.5) / gamma(2)


def distribution(w, b):
    """Boltzmann correction for unit x acceleration, scaled velocity w."""
    energy = (w**2).sum(axis=0)
    time = time_scale / np.sqrt(energy)
    factor = time / (1 + (b * time)**2)
    return np.exp(-energy) * factor * (w[0] - b * time * w[1])


signed_b = nu * field
step = 1e-5
for w in rng.uniform(0.3, 1.3, (12, 3)):
    gradient = np.array([(distribution(w + step * unit, signed_b)
                          - distribution(w - step * unit, signed_b))
                         / (2 * step) for unit in np.eye(3)])
    energy = w @ w
    time = time_scale / np.sqrt(energy)
    magnetic = signed_b * (w[1] * gradient[0] - w[0] * gradient[1])
    residual = (-np.exp(-energy) * w[0] + magnetic
                + distribution(w, signed_b) / time)
    assert abs(residual) < 1e-7


def energy_average(function):
    value = quad(lambda x: x**1.5 * np.exp(-x)
                 * function(time_scale / np.sqrt(x)), 0, np.inf,
                 epsabs=1e-12, epsrel=1e-9, limit=200)[0]
    return value / gamma(2.5)


def energy_ratio(b):
    xx = energy_average(lambda t: t / (1 + (b * t)**2))
    xy = energy_average(lambda t: b * t**2 / (1 + (b * t)**2))
    return xx / (xx**2 + xy**2), xx, xy


thermal_ratio, energy_xx, energy_xy = energy_ratio(signed_b)
spacing = 10 / 64
axis = -5 + spacing * (np.arange(64) + 0.5)
grid = np.array(np.meshgrid(axis, axis, axis, indexing="ij"))
f1 = distribution(grid, signed_b)
norm = 2 * spacing**3 / np.pi**1.5
velocity_xx = norm * (grid[0] * f1).sum()
velocity_yx = norm * (grid[1] * f1).sum()
assert abs(velocity_xx - energy_xx) < 1e-3
assert abs(velocity_yx + energy_xy) < 1e-3
limit = 32 / (9 * np.pi)
high_ratio = energy_ratio(200.0)[0]
assert abs(high_ratio - limit) < 1e-3
assert thermal_ratio > 1

thermal_speed = np.sqrt(3 * const.k * temperature / mass)
cyclotron_mev = const.hbar * const.e * field / mass / const.e * 1e3
thermal_mev = const.k * temperature / const.e * 1e3
ring_zero = sheet / ring[0.0][1]
ring_field = sheet / ring[field][1]

print(f"electron mobility: {mu:.2f} m^2/(V s)")
print(f"electron density: {density:.2e} m^-3")
print(f"effective mass: {mass / const.m_e:.2f} electron masses")
print(f"film thickness: {thickness * 1e6:.2f} micrometre")
print(f"temperature: {temperature:.0f} K")
print(f"magnetic field: {field:.2f} T")
print(f"relaxation time: {tau * 1e12:.4f} ps")
print(f"mu B: {mub:.3f} (dimensionless)")
print(f"cyclotron energy: {cyclotron_mev:.3f} meV")
print(f"thermal energy kT: {thermal_mev:.3f} meV")
print(f"zero-field resistivity: {1 / sigma0:.5e} ohm m")
print(f"zero-field sheet resistance: {sheet:.2f} ohm")
print(f"bar width: {width * 1e6:.1f} micrometre")
print(f"bar current: {current * 1e3:.3f} mA")
print(f"bar longitudinal field E_x: {electric[0]:.2f} V/m")
print(f"bar Hall field E_y: {electric[1]:.2f} V/m")
print(f"Hall voltage magnitude: {abs(electric[1]) * width * 1e3:.3f} mV")
print(f"drift speed: {abs(drift):.2f} m/s")
print(f"rms thermal speed: {thermal_speed:.3e} m/s")
print(f"bulk rho_xx(B)/rho_xx(0): {rho[0, 0] * sigma0:.6f}")
print(f"inner-probe resistance ratio, L/W=5: {probe_ratio:.4f}")
print(f"computed Hall voltage/(sheet R times I): {hall_ratio:.4f}")
for r in aspects:
    print(f"two-terminal R(B)/R(0), L/W={r:g}: {resistance[r] / r:.4f}")
print(f"square-plate formula: {np.sqrt(corbino_factor):.4f}")
print(f"end contribution / sheet R, L/W=5: {end_5:.4f}")
print(f"end contribution / sheet R, L/W=10: {end_10:.4f}")
print(f"product R(5)R(0.2)/sheet R^2: {resistance[5.0]*resistance[0.2]:.4f}")
print(f"Corbino inner radius: {inner_radius * 1e6:.1f} micrometre")
print(f"Corbino outer radius: {outer_radius * 1e6:.1f} micrometre")
print(f"Corbino R at 0 T, computed: {ring_zero:.2f} ohm")
print(f"Corbino R at 0 T, formula: {sheet * ring_log:.2f} ohm")
print(f"Corbino R at 2 T, computed: {ring_field:.2f} ohm")
print(f"Corbino R at 2 T, formula: {sheet*ring_log*corbino_factor:.2f} ohm")
print(f"Corbino ratio at 1 T: {ring[0.0][1] / ring[1.0][1]:.4f}")
print(f"Corbino ratio at 2 T: {ring[0.0][1] / ring[2.0][1]:.4f}")
print(f"Corbino J_phi/J_r at 2 T: {spiral:.4f}")
print(f"added hole mobility: {hole_mu:.2f} m^2/(V s)")
print(f"added hole density: {hole_density:.2e} m^-3")
print(f"electron-hole bar resistivity ratio at 2 T: {two_ratio:.4f}")
print(f"energy-dependent tau bar ratio at 2 T: {thermal_ratio:.4f}")
print(f"energy-dependent tau ratio at mu B=200: {high_ratio:.5f}")
print(f"energy-dependent tau high-field limit: {limit:.5f}")
print("no test failed")
```

Printed output:

```
electron mobility: 0.60 m^2/(V s)
electron density: 1.00e+22 m^-3
effective mass: 0.10 electron masses
film thickness: 2.00 micrometre
temperature: 300 K
magnetic field: 2.00 T
relaxation time: 0.3411 ps
mu B: 1.200 (dimensionless)
cyclotron energy: 2.315 meV
thermal energy kT: 25.852 meV
zero-field resistivity: 1.04025e-03 ohm m
zero-field sheet resistance: 520.13 ohm
bar width: 100.0 micrometre
bar current: 0.100 mA
bar longitudinal field E_x: 520.13 V/m
bar Hall field E_y: -624.15 V/m
Hall voltage magnitude: 62.415 mV
drift speed: 312.08 m/s
rms thermal speed: 3.693e+05 m/s
bulk rho_xx(B)/rho_xx(0): 1.000000
inner-probe resistance ratio, L/W=5: 1.0000
computed Hall voltage/(sheet R times I): 1.1994
two-terminal R(B)/R(0), L/W=0.2: 2.1802
two-terminal R(B)/R(0), L/W=1: 1.5623
two-terminal R(B)/R(0), L/W=5: 1.1192
two-terminal R(B)/R(0), L/W=10: 1.0596
square-plate formula: 1.5620
end contribution / sheet R, L/W=5: 0.5961
end contribution / sheet R, L/W=10: 0.5962
product R(5)R(0.2)/sheet R^2: 2.4401
Corbino inner radius: 100.0 micrometre
Corbino outer radius: 500.0 micrometre
Corbino R at 0 T, computed: 133.18 ohm
Corbino R at 0 T, formula: 133.23 ohm
Corbino R at 2 T, computed: 324.96 ohm
Corbino R at 2 T, formula: 325.08 ohm
Corbino ratio at 1 T: 1.3600
Corbino ratio at 2 T: 2.4400
Corbino J_phi/J_r at 2 T: 1.1999
added hole mobility: 0.10 m^2/(V s)
added hole density: 5.00e+21 m^-3
electron-hole bar resistivity ratio at 2 T: 1.1380
energy-dependent tau bar ratio at 2 T: 1.0807
energy-dependent tau ratio at mu B=200: 1.13176
energy-dependent tau high-field limit: 1.13177
no test failed
```
